# Mobility spectra by non-negative least squares: singular values and ghost peaks

A fit to the magnetoconductivity of a conductor returns two electron lines, one hole line, and a fourth peak: very fast electrons carrying 0.4% of the conductivity. One must decide whether to report a fourth carrier. The decision depends on what the fit would return if that carrier did not exist.

## The model

Let $\mathbf B$ point along $z$. Each carrier type is isotropic, with one mass and an energy-independent relaxation time $\tau$. In atomic units its signed mobility is $\mu=q\tau/m$, with $q=+1$ for holes and $-1$ for electrons. The steady drift velocity obeys $\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B)$. For $\mathbf E$ along $y$,
$$v_x=\mu Bv_y,\qquad v_y=\mu E-\mu Bv_x .$$
Inserting the first equation into the second gives
$$v_y=\frac{\mu E}{1+\mu^2B^2},\qquad v_x=\frac{\mu^2BE}{1+\mu^2B^2}.$$
The current is $\mathbf J=nq\mathbf v$, and $\mathbf J=\sigma\mathbf E$ defines the signs. With $s=nq\mu=n|\mu|\ge0$, and $\sigma_{xx}=\sigma_{yy}$ by isotropy,
$$\sigma_{xx}=\sum_\mu\frac{s(\mu)}{1+\mu^2B^2},\qquad \sigma_{xy}=\sum_\mu\frac{s(\mu)\,\mu B}{1+\mu^2B^2}.$$
Holes give positive $\sigma_{xy}$. Below, $s$ and the data are divided by $\sigma_{xx}(0)$, so the true weights sum to one. Landau quantization is neglected.

## One field, two mobilities

Take one field and allow the mobilities $\mu B=+1$ and $\mu B=-1$. Their columns $(\sigma_{xx},\sigma_{xy})$ are
$$k_+=(\tfrac12,\tfrac12),\qquad k_-=(\tfrac12,-\tfrac12).$$
They are orthogonal, each with squared length $\tfrac12$. Let the truth be holes alone, $s_+=1$, and let the errors be $(e_1,e_2)$. The data are $d=(\tfrac12+e_1,\tfrac12+e_2)$. Orthogonality lets each weight be found separately as $2k_\pm\cdot d$:
$$s_+=1+e_1+e_2,\qquad s_-=\max(0,\;e_1-e_2).$$
For $e=(0.01,-0.02)$ the fit reports $s_+=0.99$ and electrons with $s_-=0.03$. For the reversed errors it reports $s_+=1.01$ and no electrons. Non-negativity removes the ghost for one sign of the noise and keeps it for the other. Smaller noise makes the ghost smaller, not rarer.

Now let the mobilities be $\mu B=\pm x$. If both weights stay positive, the data are fitted exactly:
$$s_++s_-=(1+x^2)d_1,\qquad s_+-s_-=\frac{1+x^2}{x}\,d_2 .$$
The true parts of $d_1$ and $d_2$ cancel in $s_-$, leaving
$$s_-=\frac{1+x^2}{2}\left(e_1-\frac{e_2}{x}\right).$$
For $x\ll1$ the Hall error is multiplied by $1/(2x)$, because slow carriers hardly bend and their sign is hard to see. For $x\gg1$ the error $e_1$ is multiplied by $x^2/2$, because fast carriers contribute little at this field. A field therefore separates electrons from holes best at mobilities near $1/B$. The summed weight $s_++s_-$ carries the error $(1+x^2)e_1$ and stays well determined for slow carriers.

## Singular values of the general kernel

Take $M$ distinct fields $B_i>0$ and a mobility grid symmetric in sign. Stack the data into a vector $d$ of length $2M$ and write $d=Ks$. As in the small example, the sum and difference of the hole and electron spectra separate. With $u=(s_h+s_e)/\sqrt2$ and $v=(s_h-s_e)/\sqrt2$, which is a rotation,
$$\sigma_{xx}=\sqrt2\,K_{xx}u,\qquad \sigma_{xy}=\sqrt2\,K_{xy}v .$$
The singular values of $K$ are thus $\sqrt2$ times those of the two blocks, taken on positive mobilities.

Set $t=\ln|\mu|+\ln B$. The Hall kernel becomes $e^t/(1+e^{2t})=1/(2\cosh t)$, and
$$-\frac{d}{dt}\frac1{1+e^{2t}}=\frac{2e^{2t}}{(1+e^{2t})^2}=\frac1{2\cosh^2t}$$
is the kernel of $-d\sigma_{xx}/d\ln B$. Both depend on $\ln|\mu|+\ln B$ alone, so on an infinite range a ripple $e^{-ik\ln|\mu|}$ in the spectrum appears in the data as $e^{ik\ln B}$, multiplied by the Fourier transform.

For the Hall kernel let $F(k)=\int e^{-ikt}/(2\cosh t)\,dt$. Moving the line of integration up by $i\pi$ multiplies the integrand by $-e^{\pi k}$. The pole enclosed at $t=i\pi/2$ has residue $e^{\pi k/2}/(2i)$. Hence
$$F(1+e^{\pi k})=\pi e^{\pi k/2},\qquad F=\frac{\pi}{2\cosh(\pi k/2)} .$$
For the second kernel the same shift multiplies the integrand by $+e^{\pi k}$. With $t=i\pi/2+w$, $\cosh^2t=-\sinh^2w$, so near the pole the integrand is $-e^{\pi k/2}(1-ikw)/(2w^2)$ plus regular terms. The residue is $ik\,e^{\pi k/2}/2$, and
$$G(1-e^{\pi k})=-\pi k\,e^{\pi k/2},\qquad G=\frac{\pi k}{2\sinh(\pi k/2)} .$$
Both transforms fall as $e^{-\pi k/2}$, apart from a factor $k$ in $G$. Fine structure in the spectrum is suppressed exponentially.

If fields and mobilities both span a logarithmic length $L$, with the mobility window centred on the values $1/B$, standing waves have $k_n\approx n\pi/L$, which suggests singular values falling as $e^{-n\pi^2/(2L)}$. This estimate ignores the window edges, and windows displaced from $|\mu|B=1$ give faster decay. For the Hall kernel on windows of 2, 4 and 8 decades, the computed decay rate is 0.87, 0.93 and 0.97 of the estimate.

A bound free of this approximation follows from $A=\mathrm{diag}(B_i^2)$ and $D=\mathrm{diag}(1/\mu_j^2)$. With $p=1/\mu$, the blocks have elements
$$K_{xy}=\frac{Bp}{B^2+p^2},\qquad K_{xx}=\frac{p^2}{B^2+p^2}.$$
Therefore $AK+KD$ has elements $Bp$ or $p^2$, a matrix of rank one in either case. For any $t>0$,
$$(A+t)K(D+t)-(A-t)K(D-t)=2t(AK+KD).$$
Multiplying by $(A+t)^{-1}$ on the left and $(D+t)^{-1}$ on the right shows that $K$ equals $\frac{A-t}{A+t}K\frac{D-t}{D+t}$ plus a matrix of rank one. After $j$ such steps the added part has rank at most $j$. Since the singular value $\varsigma_{j+1}$ is the smallest error of any rank-$j$ approximation,
$$\varsigma_{j+1}\le\varsigma_1\max_i|r(B_i^2)|\,\max_j|r(\mu_j^{-2})|,\qquad r(z)=\prod_{l=1}^{j}\frac{z-t_l}{z+t_l}.$$
Repeating a single $t$ already gives a geometric bound, because each factor is below one in magnitude.

## What non-negativity adds

A combination of the $2M$ kernel functions with real coefficients $c=(a,b)$ is
$$q(\mu)=\sum_i\frac{a_i+b_i\mu B_i}{1+\mu^2B_i^2}=\frac{P(\mu)}{\prod_i(1+\mu^2B_i^2)},\qquad \deg P\le2M-1 .$$
Every such polynomial can be reached. Multiplying by $1+\mu^2B_i^2$ and setting $\mu=i/B_i$ (where $i$ in the numerator is the imaginary unit) gives
$$a_i+\mathrm i\,b_i=\frac{P(\mathrm i/B_i)}{\prod_{j\ne i}(1-B_j^2/B_i^2)} .$$
Thus $P=0$ forces $c=0$. The $2M$ functions are independent and fill the $2M$-dimensional space of polynomials.

Let the true spectrum $s_0$ have $N\le M-1$ lines at $\mu_k$. Choose
$$P(\mu)=\prod_k(1-\mu/\mu_k)^2 .$$
Its degree $2N$ is allowed, and $q$ vanishes on the lines and is positive elsewhere. If another spectrum $s\ge0$ gives the same noise-free data, then
$$\sum_\mu s\,q=c\cdot Ks=c\cdot Ks_0=\sum_\mu s_0\,q=0 .$$
So $s$ has no weight off the lines. Its weights on them are also fixed, since a polynomial that vanishes on all lines but one isolates each weight. Uniqueness holds although most linear modes are nearly invisible.

## The algorithm

Non-negative least squares minimizes $\frac12|d-Ks|^2$ with $s\ge0$. Let $r=d-Ks$ and $g=K^Tr$, the rate of improvement on raising each weight. An occupied node can move both ways, so $g=0$ there; an empty node can only rise, so $g\le0$ there. As the problem is convex, these conditions are also sufficient.

1. Start with $s=0$ and no active nodes.
2. Stop if $g\le0$ at all inactive nodes. Otherwise activate the node with the largest $g$.
3. Find the unconstrained least-squares weights $z$ on the active nodes.
4. If some $z_j\le0$, move to $s+\alpha(z-s)$ with $\alpha=\min s_j/(s_j-z_j)$ over those nodes, deactivate the node that reached zero, and repeat step 3.
5. Set $s=z$ and return to step 2.

The misfit falls in every completed pass, so no active set recurs and exact arithmetic ends the search. In the example with $d=(0.51,0.48)$, the first gradients are $0.495$ and $0.015$. Activating holes gives $s_+=0.99$ and $r=(0.015,-0.015)$. Now $g_-=0.015>0$, so electrons enter with weight 0.03.

If the noise differs between data or is correlated, as when resistivities are inverted, multiply $K$ and $d$ by a matrix $W$ with $W^TW$ equal to the inverse noise covariance. The gradient remains a combination of the same kernel functions.

## Why noise makes spikes, and how large they can be

At the optimum $g(\mu)$ is itself a function $P/\prod(1+\mu^2B_i^2)$. If the residual is nonzero, $P$ has at most $2M-1$ real zeros, so at most $2M-1$ nodes are occupied, however fine the grid. When the noise leaves a residual and the grid has many more than $2M-1$ nodes, a smooth spectrum is therefore also returned as spikes.

Let $d=Ks_0+\varepsilon$ and fit the true lines alone. The residual is the part of $\varepsilon$ orthogonal to their columns. Provided the fitted amplitudes are positive, this fit is optimal if and only if $g\le0$ at every other node. Reversing $\varepsilon$ reverses $g$. Unless $g$ vanishes at all other nodes, at least one of $\varepsilon$ and $-\varepsilon$ puts weight off the true lines. For noise with a symmetric distribution, and small enough to keep the fitted amplitudes positive for both signs, the probability of such weight is then at least one half. It may sit on a node beside a line, which is a split line, or far away, which is a ghost.

The size is limited as follows. Optimality gives $r\cdot Ks=0$ and $r\cdot Ks_0=\sum g s_0\le0$. With $\Delta=K(s-s_0)$ we have $r=\varepsilon-\Delta$, and subtracting the two relations gives $(\varepsilon-\Delta)\cdot\Delta\ge0$. Hence $|\Delta|^2\le\varepsilon\cdot\Delta\le|\varepsilon||\Delta|$, so $|\Delta|\le|\varepsilon|$. Since $q$ vanishes on the true lines,
$$\sum_\mu s\,q=c\cdot\Delta\le|c|\,|\varepsilon|,\qquad s(\mu)\le\frac{|c|\,|\varepsilon|}{q(\mu)}\quad\text{off the lines}.$$
In the small example $c=(1,-1)$ gives $q=0$ for holes and $q=1$ for electrons. The bound $s_-\le\sqrt2\,|\varepsilon|$ is reached when $\varepsilon$ points along $c$.

## Three carriers and a fourth peak

Mobility is now quoted as the area $\hbar\mu/e$ in Å$^2$ and field as $eB/\hbar$ in Å$^{-2}$, so their product is $\mu B$. There are 24 logarithmically spaced fields from $2\times10^{-6}$ to $2\times10^{-4}$ Å$^{-2}$ (0.13 to 13 T). The 122 mobility nodes cover $10^3$ to $10^6$ Å$^2$ for each sign. The true lines, placed on nodes, are electrons at $-100000$ and $-10000$ Å$^2$ with weights 0.5 and 0.3, and holes at 31623 Å$^2$ with weight 0.2 ($-15200$, $-1520$ and $4800$ cm$^2$/Vs).

The ninth singular value of the Hall block is $2.2\times10^{-3}$ of the first, and the thirteenth is $7.4\times10^{-5}$. The rigorous bounds, with one choice of the $t_l$, are 0.096 and 0.015: valid but loose. Of the 48 modes of $K$, 16 have a relative singular value above $10^{-3}$, a rough count of what linear inversion can use at that noise level. Without noise, the non-negative fit nevertheless recovers the three weights to the five decimals printed.

Gaussian noise of standard deviation $10^{-3}$, relative to $\sigma_{xx}(0)$, is then added to every datum. One draw gives lines at $-100214$, $-10028$ and 31733 Å$^2$ with weights 0.499, 0.301 and 0.200, and a peak at $-10^6$ Å$^2$ with weight 0.0037. The last is a ghost, sitting at the grid edge. At the lowest field it has $|\mu B|=2$, so it adds $0.0037/5\approx0.0007$ to $\sigma_{xx}$ and $-0.0037\times2/5\approx-0.0015$ to $\sigma_{xy}$, comparable with the noise. The residual norm is 0.0052, below the noise norm 0.0060. A small residual therefore does not validate a peak.

In 80 fits at this noise level, with no fourth carrier present, the weight farther than 0.2 decade from every true line averages 0.0038 and reaches 0.014. The observed 0.0037 is thus within the range of total false weight that noise alone produces, and does not establish a fourth carrier. It does not exclude one of that size either. Because this total includes ghosts at all mobilities, a sharper test would count only the simulated weight near the mobility of the observed peak.

At noise $10^{-4}$ and $10^{-2}$ the mean outside weight is 0.0004 and 0.050; at the higher level it may include displaced true lines. The mean number of peaks stays near five at all three levels, and every run has some weight off the true nodes. With the true lines on nodes, cleaner data shrink the false peaks without reducing their number. A line between nodes is not reproduced exactly by its neighbours, and the mismatch can leave a small false weight even without noise.

The sign argument can be isolated. Noise of norm $10^{-3}$ along $-c$ makes $g=-10^{-3}q/|c|\le0$, and the fit has no outside weight. The same noise along $+c$ gives 0.0019.

For the bound, certificates built from six separate groups of four fields are averaged, giving $|c|=3.85$. At the slowest hole node $q=1.135$, so for the draw above a ghost there cannot exceed $3.85\times0.0060/1.135\approx0.020$. A larger weight would contradict the three-line model with that noise norm; about a smaller one this bound says nothing. In the random runs at most 0.40 of the summed bound is used.

Weight should also not be confused with density, $n=s\,\sigma_{xx}(0)/|\mu|$ in atomic units. With $\sigma_{xx}(0)=0.01\,e^2/\hbar$ per Å, the ghost at $10^6$ Å$^2$ has density $3.7\times10^{-11}$ Å$^{-3}$. The same weight at $10^3$ Å$^2$ would mean $3.7\times10^{-8}$ Å$^{-3}$, close to the $5.0\times10^{-8}$ Å$^{-3}$ of the strongest true line.

## Use on real samples

Multilayer and narrow-gap semiconductors are natural uses as long as the bands are isotropic in the plane normal to $\mathbf B$ and Landau quantization can be neglected, and the field range is that of a laboratory superconducting magnet. The model mass, $0.2\,m_e$, is large for electrons as mobile as the fastest line. It keeps the largest cyclotron energy at 0.0076 eV, below $kT=0.02$ eV. A mass ten times smaller would raise it to 0.076 eV, and the classical kernels could not be trusted at the top fields. Real scattering times also depend on energy, which spreads each line. To see the effect, take one hole population, Gaussian in $\log_{10}\mu$ about 4.5 with standard deviation 0.3, and the same noise draw. The fit returns seven peaks on 11 nodes. The largest holds 0.47 of the conductivity, and two are electron peaks with total weight 0.003. For this noise draw, counting peaks would turn one carrier type into seven.

For the fourth peak, the practical procedure is to take the three-line fit as the hypothesis, simulate data with the measured noise, and refit. The peak deserves a carrier's name only if its weight lies clearly above that of the simulated ghosts in the same mobility range and it survives a change of grid limits. The simulation must use the same grid as the fit. For a peak with $|\mu|B>1$ at every field, $\sigma_{xy}\approx s/(\mu B)$, so the data fix mainly $s/\mu$; weight and position can then slide with the grid limit for a real carrier as well as for a ghost, and failing this test does not exclude a carrier. A peak that passes both tests may still be part of a broadened line, or a product of anisotropy. Two electron valleys at right angles, with in-plane masses $m_l$, $m_t$ and total density $n$, give $\sigma_{xx}=\gamma n\mu_c/(1+\mu_c^2B^2)$ and $\sigma_{xy}=-n\mu_c^2B/(1+\mu_c^2B^2)$, where $\mu_c=\tau/\sqrt{m_lm_t}$ and $\gamma=\frac12(\sqrt{m_l/m_t}+\sqrt{m_t/m_l})$. These are exactly the data of an electron line of weight $n\mu_c(\gamma+1)/2$ at $-\mu_c$ and a hole line of weight $n\mu_c(\gamma-1)/2$ at $+\mu_c$, although no holes are present. For the six valleys of silicon ($m_l\approx0.92$, $m_t\approx0.19$) with $\mathbf B$ along a cube axis, this mirror line holds about 7% of the conductivity. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
fields: 24 from 2.0e-06 to 2.0e-04 angstrom^-2 (= 0.132 to 13.16 T)
mobility nodes: 122, |mu| from 1000 to 1000000 angstrom^2
zero-field conductivity: 0.01 e^2/hbar per angstrom
mass 0.2 m_e, kT 0.02 eV, largest cyclotron energy 0.00762 eV
hbar/tau of the fastest line: 0.000381 eV
true line: mu -100000 angstrom^2 (= -15193 cm^2/Vs), weight 0.50, density 5.000e-08 angstrom^-3
true line: mu -10000 angstrom^2 (= -1519 cm^2/Vs), weight 0.30, density 3.000e-07 angstrom^-3
true line: mu 31623 angstrom^2 (= 4804 cm^2/Vs), weight 0.20, density 6.325e-08 angstrom^-3
window 2 decades: decay rate / (pi^2/2L) = 0.866
window 4 decades: decay rate / (pi^2/2L) = 0.929
window 8 decades: decay rate / (pi^2/2L) = 0.970
singular value 3 / first: xx 1.07e-01, xy 2.85e-01, bound 9.41e-01
singular value 5 / first: xx 2.07e-02, xy 5.90e-02, bound 5.57e-01
singular value 9 / first: xx 7.66e-04, xy 2.21e-03, bound 9.64e-02
singular value 13 / first: xx 2.55e-05, xy 7.37e-05, bound 1.50e-02
full-kernel modes with relative singular value above 1e-04: 22 of 48
full-kernel modes with relative singular value above 1e-03: 16 of 48
full-kernel modes with relative singular value above 1e-02: 10 of 48
noise-free: weight outside line windows 9.2e-16
noise-free: line weights 0.50000 0.30000 0.20000
certificate norm |c|: 3.849; q at the slowest hole node: 1.135
noise of norm 0.001 along -c: outside weight 0.0e+00
noise of norm 0.001 along +c: outside weight 1.86e-03
noise 1e-04: outside weight mean 0.00038, max 0.00144, mean peaks 5.15
   runs with weight off the true nodes 1.000, largest used part of bound 0.256
   line weights 0.4999 +- 0.0002, 0.2999 +- 0.0001, 0.1999 +- 0.0001
noise 1e-03: outside weight mean 0.00384, max 0.01417, mean peaks 5.03
   runs with weight off the true nodes 1.000, largest used part of bound 0.301
   line weights 0.4991 +- 0.0018, 0.2996 +- 0.0014, 0.1995 +- 0.0013
noise 1e-02: outside weight mean 0.05003, max 0.20958, mean peaks 5.17
   runs with weight off the true nodes 1.000, largest used part of bound 0.395
   line weights 0.4895 +- 0.0225, 0.2912 +- 0.0149, 0.1910 +- 0.0162
example, noise 1e-3: noise norm 0.00601, fit residual 0.00523
example: weight outside line windows 0.00374
   peak: mu -1000000 angstrom^2, weight 0.00374, density 3.74e-11 angstrom^-3
   peak: mu -100214 angstrom^2, weight 0.49896, density 4.98e-08 angstrom^-3
   peak: mu -10028 angstrom^2, weight 0.30089, density 3.00e-07 angstrom^-3
   peak: mu 31733 angstrom^2, weight 0.20023, density 6.31e-08 angstrom^-3
smooth spectrum: 7 peaks on 11 nodes
   spike: mu -1000000 angstrom^2, weight 0.00232
   spike: mu -5012 angstrom^2, weight 0.00049
   spike: mu 6172 angstrom^2, weight 0.03823
   spike: mu 16916 angstrom^2, weight 0.35299
   spike: mu 40979 angstrom^2, weight 0.46969
   spike: mu 99214 angstrom^2, weight 0.13171
   spike: mu 199526 angstrom^2, weight 0.00660
```
